\section*{The QED Hamiltonian in Coulomb gauge from the Gauss constraint}

Anyone who computes the energy of electrons coupled to quantized light must decide whether to add the Coulomb repulsion to the photon Hamiltonian, or to regard it as already contained in photon exchange. The wrong choice counts the repulsion twice or loses it. In Coulomb gauge it must be added, once, together with photons that are purely transverse. This follows from solving the field equation of the scalar potential, which has no dynamics of its own.

Hartree atomic units are used, with $\hbar=m_e=e=4\pi\varepsilon_0=1$ and $c=1/\alpha_{\rm fs}\approx137.036$, where $\alpha_{\rm fs}$ is the fine-structure constant. The potentials $\phi=cA^0$ and $\mathbf A$ define
\begin{equation}
\mathbf E=-\nabla\phi-\partial_t\mathbf A,\qquad \mathbf B=\nabla\times\mathbf A .
\end{equation}
The electron field $\psi$ has charge $q=-1$, and $\boldsymbol\alpha,\beta$ are the Dirac matrices. Replacing $i\partial_t$ by $i\partial_t-q\phi$ and $-i\nabla$ by $-i\nabla-q\mathbf A$ in the free Dirac Lagrangian, and adding the field term, gives
\begin{align}
L=\int d^3r\,\Big\{&\psi^\dagger(i\partial_t+ic\boldsymbol\alpha\cdot\nabla-\beta c^2)\psi-\rho\phi+\mathbf j\cdot\mathbf A\nonumber\\
&+\frac{1}{8\pi}\left(E^2-c^2B^2\right)\Big\},\label{L}\\
\rho=q\psi^\dagger\psi,&\qquad \mathbf j=qc\,\psi^\dagger\boldsymbol\alpha\psi .\nonumber
\end{align}
The charges are localized in infinite space, $\phi$ vanishes at infinity, and $\partial_t\mathbf A$ falls off faster than $1/r$. These conditions remove the surface terms below.

A variation $\delta\phi$ changes $\mathbf E$ by $-\nabla\delta\phi$. After an integration by parts,
\begin{equation}
\delta L=\int d^3r\,\delta\phi\left(-\rho+\frac{\nabla\cdot\mathbf E}{4\pi}\right),
\qquad\text{so}\qquad \nabla\cdot\mathbf E=4\pi\rho .
\end{equation}
A variation $\delta\mathbf A$ changes $\mathbf E$ by $-\partial_t\delta\mathbf A$ and $\mathbf B$ by $\nabla\times\delta\mathbf A$. Integrating by parts in time and space gives
\begin{equation}
\mathbf j+\frac{\partial_t\mathbf E}{4\pi}-\frac{c^2}{4\pi}\nabla\times\mathbf B=0 .
\label{ampere}
\end{equation}
Since $L$ contains no $\partial_t\phi$, the momentum conjugate to $\phi$ vanishes. Gauss's law is therefore a constraint and not an equation of motion. It fixes $\phi$ at each instant once $\rho$ and $\nabla\cdot\partial_t\mathbf A$ are given, which requires a choice of gauge.

The Lagrangian is unchanged by $\mathbf A\to\mathbf A+\nabla\chi$, $\phi\to\phi-\partial_t\chi$, $\psi\to e^{iq\chi}\psi$, up to a total time derivative at most. Choosing $\nabla^2\chi=-\nabla\cdot\mathbf A$ brings the vector potential to Coulomb gauge, $\nabla\cdot\mathbf A=0$. The term $-\partial_t\mathbf A$ then has no divergence, and Gauss's law becomes
\begin{equation}
-\nabla^2\phi=4\pi\rho .
\end{equation}
Because $-\nabla^2|\mathbf r-\mathbf r'|^{-1}=4\pi\delta(\mathbf r-\mathbf r')$, its solution is
\begin{equation}
\phi(\mathbf r,t)=\int d^3r'\,\frac{\rho(\mathbf r',t)}{|\mathbf r-\mathbf r'|}.
\label{phi}
\end{equation}
The difference of two solutions would be harmonic everywhere and zero at infinity, hence zero, so this solution is unique. With grounded conducting walls, $\phi=0$ on the walls replaces the condition at infinity, and the kernel becomes the corresponding Green function instead of $1/|\mathbf r-\mathbf r'|$.

Imposing the gauge inside $L$ leaves transverse variations of $\mathbf A$, which yield the transverse part of \eqref{ampere}. The longitudinal part must not be lost. Write $\mathbf j=\mathbf j_L+\mathbf j_T$, with $\nabla\times\mathbf j_L=0$ and $\nabla\cdot\mathbf j_T=0$. The Dirac equation supplies charge conservation: in $\partial_t(\psi^\dagger\psi)$ the Hermitian mass and potential terms cancel, leaving
\begin{equation}
\partial_t(\psi^\dagger\psi)=-c\psi^\dagger\boldsymbol\alpha\cdot\nabla\psi-c(\nabla\psi^\dagger)\cdot\boldsymbol\alpha\psi
=-\nabla\cdot(c\psi^\dagger\boldsymbol\alpha\psi),
\end{equation}
or $\partial_t\rho+\nabla\cdot\mathbf j=0$. Consequently
\begin{equation}
\nabla\cdot\left(4\pi\mathbf j_L-\nabla\partial_t\phi\right)
=4\pi\left(\nabla\cdot\mathbf j+\partial_t\rho\right)=0 .
\end{equation}
The vector in brackets has neither divergence nor curl and vanishes at infinity, so it is zero. Thus $4\pi\mathbf j_L=\nabla\partial_t\phi$, which is the longitudinal part of \eqref{ampere}. For the transverse part, $\nabla\times(\nabla\times\mathbf A)=-\nabla^2\mathbf A$ gives
\begin{equation}
\partial_t^2\mathbf A-c^2\nabla^2\mathbf A=4\pi\mathbf j_T .
\end{equation}

Now insert \eqref{phi} into the Lagrangian. The square of the electric field is
\begin{equation}
E^2=|\nabla\phi|^2+2\nabla\phi\cdot\partial_t\mathbf A+(\partial_t\mathbf A)^2 ,
\end{equation}
and the cross term integrates to zero:
\begin{equation}
\int d^3r\,\nabla\phi\cdot\partial_t\mathbf A
=-\int d^3r\,\phi\,\partial_t(\nabla\cdot\mathbf A)=0 .
\label{cross}
\end{equation}
The gradient term follows from another integration by parts and Gauss's law,
\begin{equation}
\frac1{8\pi}\int d^3r\,|\nabla\phi|^2
=-\frac1{8\pi}\int d^3r\,\phi\nabla^2\phi
=\frac12\int d^3r\,\rho\phi\equiv V_C .
\end{equation}
The terms of $L$ that contain $\phi$ therefore add up to
\begin{equation}
-\int d^3r\,\rho\phi+\frac12\int d^3r\,\rho\phi=-V_C,
\qquad
V_C=\frac12\int d^3r\,d^3r'\,\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}.
\end{equation}

The substitution is legitimate because $L$ is stationary in $\phi$. Replace $\phi$ by $\phi+\eta$, with $\eta$ vanishing at infinity. The terms linear in $\eta$ are
\begin{equation}
-\int d^3r\,\rho\eta+\frac1{4\pi}\int d^3r\,\nabla\phi\cdot\nabla\eta
=-\int d^3r\,\rho\eta+\int d^3r\,\rho\eta=0,
\end{equation}
so that the scalar part of the Lagrangian is
\begin{equation}
L_\phi[\phi+\eta]=-V_C+\frac1{8\pi}\int d^3r\,|\nabla\eta|^2 .
\label{trial}
\end{equation}
When $\psi$ is varied in the reduced Lagrangian, the accompanying change of $\phi$ contributes nothing at first order. The Dirac equation thus keeps its potential term $q\phi$, with $\phi$ given by \eqref{phi}.

Two prescribed Gaussian charge clouds show the factors at work. Each has charge $-1$ and width $s=0.8$ bohr, and their centres are $R=3$ bohr apart. They are classical densities, not a molecular calculation. A unit Gaussian of width $\sigma$ has potential $\operatorname{erf}(r/\sqrt2\sigma)/r$, because
\begin{equation}
\frac{d^2}{dr^2}\operatorname{erf}\!\left(\frac r{\sqrt2\sigma}\right)
=-\sqrt{\frac2\pi}\,\frac r{\sigma^3}e^{-r^2/2\sigma^2}
=-4\pi r\,\frac{e^{-r^2/2\sigma^2}}{(2\pi\sigma^2)^{3/2}} ,
\end{equation}
which is the radial Poisson equation for $r\phi$. In the mutual energy the two Gaussians combine into one of variance $2s^2$. The self-energy is half the mutual energy at $R\to0$, where $\operatorname{erf}x\approx2x/\sqrt\pi$. Hence
\begin{equation}
V_{\rm mutual}=\frac{\operatorname{erf}(R/2s)}R=0.3307,\qquad
V_{\rm self}=\frac1{2\sqrt\pi\,s}=0.3526
\end{equation}
in hartree, and $V_C=2(0.3526)+0.3307=1.0359$ hartree, or 28.19 eV. The mutual part, 9.00 eV, lies slightly below the point-charge value $1/R=0.3333$ hartree because the clouds overlap.

Quadrature gives $\int\rho\phi=2.0718$ hartree and a longitudinal field energy of 1.0359 hartree, so $L_\phi=-2.0718+1.0359=-1.0359$ hartree. The potential of wider clouds, with width 1.1 bohr, gives $-0.9933$ hartree instead. The excess, 0.0426 hartree, agrees with the squared-gradient term in \eqref{trial}.

With $\phi$ eliminated, the Lagrangian is
\begin{align}
L={}&\int d^3r\,\psi^\dagger(i\partial_t+ic\boldsymbol\alpha\cdot\nabla-\beta c^2)\psi
+\int d^3r\,\mathbf j\cdot\mathbf A-V_C\nonumber\\
&+\frac1{8\pi}\int d^3r\left[(\partial_t\mathbf A)^2-c^2(\nabla\times\mathbf A)^2\right].
\end{align}
The momentum of $\psi$ is $i\psi^\dagger$. That of $\mathbf A$ is the transverse field
\begin{equation}
\boldsymbol\Pi=\frac{\partial_t\mathbf A}{4\pi}=-\frac{\mathbf E_T}{4\pi},
\qquad \mathbf E_T=-\partial_t\mathbf A .
\end{equation}
The Hamiltonian is $H=\int(i\psi^\dagger\partial_t\psi+\boldsymbol\Pi\cdot\partial_t\mathbf A)-L$. Its first term cancels the time derivative in the Dirac part. The second equals $4\pi\int\Pi^2$, of which the Lagrangian removes $2\pi\int\Pi^2$. All terms without velocities change sign, so
\begin{align}
H={}&\int d^3r\,\psi^\dagger(-ic\boldsymbol\alpha\cdot\nabla+\beta c^2)\psi
-\int d^3r\,\mathbf j\cdot\mathbf A\nonumber\\
&+\frac1{8\pi}\int d^3r\left[(4\pi\Pi)^2+c^2(\nabla\times\mathbf A)^2\right]\nonumber\\
&+\frac12\int d^3r\,d^3r'\,\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}.
\label{H}
\end{align}
There is no separate $A^2$ coupling, since the Dirac Hamiltonian is linear in momentum.

By \eqref{cross}, the full field energy $(1/8\pi)\int(E^2+c^2B^2)$ equals the second line of \eqref{H} plus $V_C$. A calculation that uses the full electric field in the field energy must therefore not add $V_C$ again. The split depends on transversality. For the two clouds and a localized transverse test field, the cross integral is zero to rounding error, although the integral of its absolute integrand is about 2 atomic units. For a gradient test field the cross integral is $-5.83$ atomic units.

To quantize the transverse field, take a large periodic box of volume $V$ and omit the uniform mode $\mathbf k=0$. For each $\mathbf k$ choose two real unit vectors $\boldsymbol\epsilon_\lambda\perp\mathbf k$, the same for $\mathbf k$ and $-\mathbf k$, and set $\omega_k=c|\mathbf k|$. With $[a_{k\lambda},a^\dagger_{k'\lambda'}]=\delta_{kk'}\delta_{\lambda\lambda'}$,
\begin{align}
\mathbf A&=\sum_{k\lambda}N_k\boldsymbol\epsilon_\lambda\,(a_{k\lambda}+a^\dagger_{-k\lambda})e^{i\mathbf k\cdot\mathbf r},\\
\boldsymbol\Pi&=\sum_{k\lambda}\frac{-i\omega_kN_k}{4\pi}\boldsymbol\epsilon_\lambda\,(a_{k\lambda}-a^\dagger_{-k\lambda})e^{i\mathbf k\cdot\mathbf r}.
\end{align}
Integration over the box pairs each Fourier coefficient with its adjoint. Both the electric and the magnetic terms carry the factor $V\omega_k^2N_k^2/8\pi$. With the label $\lambda$ suppressed, the operators combine as
\begin{align}
&(a_k^\dagger-a_{-k})(a_k-a_{-k}^\dagger)+(a_k^\dagger+a_{-k})(a_k+a_{-k}^\dagger)\nonumber\\
&\qquad=2a_k^\dagger a_k+2a_{-k}a_{-k}^\dagger .
\end{align}
Relabelling $-\mathbf k$ in the last term and using the commutator turns the sum into
\begin{equation}
H_{\rm rad}=\sum_{k\lambda}\frac{V\omega_k^2N_k^2}{2\pi}\left(a^\dagger_{k\lambda}a_{k\lambda}+\frac12\right).
\end{equation}
A photon has energy $\omega_k$ if $N_k=\sqrt{2\pi/(\omega_kV)}$. In a box of side 10 bohr the lowest photon energy is $2\pi c/10=86.10$ hartree, with $N_k=8.54\times10^{-3}$ atomic units.

The same normalization fixes the field commutator. The two nonzero pairings of $a$ with $a^\dagger$ both join the mode $\mathbf k$ of $\mathbf A$ to the mode $-\mathbf k$ of $\boldsymbol\Pi$. They contribute equally, and $N_k^2\omega_k/2\pi=1/V$. Therefore
\begin{equation}
[A_i(\mathbf r),\Pi_j(\mathbf r')]
=\frac iV\sum_{\mathbf k\ne0}\left(\delta_{ij}-\frac{k_ik_j}{k^2}\right)e^{i\mathbf k\cdot(\mathbf r-\mathbf r')}
\longrightarrow i\delta^T_{ij}(\mathbf r-\mathbf r')
\end{equation}
for $V\to\infty$. An ordinary delta function would contradict $\nabla\cdot\mathbf A=0$. Smearing $\mathbf A$ and $\boldsymbol\Pi$ with two localized vector functions gives a commutator of $-2.1093i$ atomic units. The overlap of the first function with the transverse part of the second is $-2.1093$, while its overlap with the whole second function is $-3.2806$.

For a quantized electron field, the product of densities in $V_C$ also needs an ordering. With $\{\psi_a(\mathbf r),\psi_b^\dagger(\mathbf r')\}=\delta_{ab}\delta(\mathbf r-\mathbf r')$, moving $\psi_b^\dagger(\mathbf r')$ to the left gives
\begin{align}
\rho(\mathbf r)\rho(\mathbf r')={}&q^2\sum_{ab}\psi_a^\dagger(\mathbf r)\psi_b^\dagger(\mathbf r')\psi_b(\mathbf r')\psi_a(\mathbf r)\nonumber\\
&+q^2\delta(\mathbf r-\mathbf r')\psi^\dagger(\mathbf r)\psi(\mathbf r).
\end{align}
The first term is the repulsion between pairs. The second, inserted in $V_C$, is a divergent point self-energy, the counterpart of $V_{\rm self}\to\infty$ for $s\to0$. If the Dirac sea is left out, the pair term gives zero on a one-electron state, since it removes two electrons. The classical self-energy of a cloud is then not part of the energy of a single electron. A filled sea requires ordering relative to that vacuum, and loop corrections require renormalization; \eqref{H} is formal in both respects.

An instantaneous energy seems at odds with relativity, and electron scattering shows how the terms fit together. Let electrons with momenta $\mathbf p_1,\mathbf p_2$ scatter into $\mathbf p_3,\mathbf p_4$, with $\mathbf k=\mathbf p_1-\mathbf p_3$ and $\nu=E_1-E_3=E_4-E_2$. With spinors normalized to $u^\dagger u=1$, put $\rho_1=q\,u_3^\dagger u_1$ and $\mathbf j_1=qc\,u_3^\dagger\boldsymbol\alpha u_1$, and likewise $\rho_2,\mathbf j_2$ for the transition from 2 to 4. Consider the direct amplitude, with the common factor $1/V$ removed. The factor $\frac12$ in $V_C$ cancels against the two ways of assigning the electrons to the two densities, so the Coulomb part is $4\pi\rho_1\rho_2/k^2$.

In second order of $-\int\mathbf j\cdot\mathbf A$, either electron may emit the photon. The two intermediate states have energy denominators $\nu-\omega_k$ and $-\nu-\omega_k$, and the two minus signs of the coupling cancel:
\begin{align}
M_T&=\frac{2\pi}{\omega_k}\,\mathbf j_{1T}\cdot\mathbf j_{2T}
\left(\frac1{\nu-\omega_k}-\frac1{\nu+\omega_k}\right)\nonumber\\
&=-\frac{4\pi\,\mathbf j_{1T}\cdot\mathbf j_{2T}}{c^2k^2-\nu^2}.
\label{MT}
\end{align}
The transition densities vary as $e^{\pm i(\mathbf k\cdot\mathbf r-\nu t)}$, so charge conservation reads $\nu\rho_n=\mathbf k\cdot\mathbf j_n$ for $n=1,2$. Subtracting the longitudinal components gives $\mathbf j_{1T}\cdot\mathbf j_{2T}=\mathbf j_1\cdot\mathbf j_2-\nu^2\rho_1\rho_2/k^2$, and the total is
\begin{align}
M&=4\pi\,\frac{\rho_1\rho_2(c^2k^2-\nu^2)/k^2+\nu^2\rho_1\rho_2/k^2-\mathbf j_1\cdot\mathbf j_2}{c^2k^2-\nu^2}\nonumber\\
&=4\pi\,\frac{c^2\rho_1\rho_2-\mathbf j_1\cdot\mathbf j_2}{c^2k^2-\nu^2}.
\end{align}
The denominator is invariant, and the numerator is the Minkowski product of the currents $(c\rho_n,\mathbf j_n)$. These are four-vectors when the spinors are normalized to $u^\dagger u=E/c^2$ and the spin states are transformed together with the momenta. With $u^\dagger u=1$ each spinor carries an extra factor $c/\sqrt E$, so $M$ is an invariant amplitude multiplied by the normalization factor $c^4/\sqrt{E_1E_2E_3E_4}$. The Coulomb energy is thus one part of a covariant exchange.

As an example, take a centre-of-mass momentum of 40 atomic units, with $\mathbf p_1$ along $+z$ and $\mathbf p_3$ at $60^\circ$ to it in the $xz$ plane, on the side of positive $x$. Boost all momenta by $0.4c$ along $+x$, and take the upper two components of every spinor as spin up along $z$. Then $\nu=-2071.8$ hartree and $c|\mathbf k|=5859.9$ hartree, so retardation is not negligible in the denominator. In units of $10^{-3}$ hartree bohr$^3$, the Coulomb part is 6.7551 and the transverse part 0.0331. Their sum, 6.7882, equals the amplitude computed separately from the covariant rule. By \eqref{MT}, the positive transverse part means that $\mathbf j_{1T}\cdot\mathbf j_{2T}$ is negative here. The transverse part is 0.49\% of the Coulomb part, a figure that belongs to these kinematics and is not a general estimate.

For slow electrons the matrix elements of $c\boldsymbol\alpha$ are of the order of the electron speeds $v$, so $M_T$ is smaller than the spin-conserving Coulomb amplitude by a factor of order $v^2/c^2$. In a transition that flips the spin of electron 1 the Coulomb part is proportional to $\mathbf p_1\times\mathbf p_3/c^2$ and is itself at most of this reduced order, so $M_T$ cannot be neglected against it in general. Their ratio depends on the kinematics, and for $\mathbf p_1=0$ only $M_T$ remains. This justifies keeping the Coulomb repulsion alone between slow electrons at leading order, where spins do not flip. Inner-shell electrons of heavy atoms, with speeds of order $Z$ atomic units, are not slow: the transverse term is then of relative order $(Z/c)^2$, about 2\% of the repulsion between two 1s electrons at $Z=30$. If photon modes are then added explicitly, $\mathbf A$ is transverse and the Coulomb term is kept once. Its kernel is $1/|\mathbf r-\mathbf r'|$ in free space only; conducting walls that confine the modes replace it by their Green function. For two charges midway between grounded plates a distance $d\gg R$ apart, the image charges lower $1/R$ by about $2\ln2/d$. The coupling is $-\int\mathbf j\cdot\mathbf A$ alone only when the full Dirac current, with its negative-energy states, is kept. For a uniform $\mathbf A$ the one-electron Hamiltonian $c\boldsymbol\alpha\cdot(\mathbf p-q\mathbf A)+\beta c^2$ has energy $\sqrt{c^4+c^2(\mathbf p-q\mathbf A)^2}\approx c^2+\frac12(\mathbf p-q\mathbf A)^2$, so a nonrelativistic Hamiltonian must also contain the term $q^2A^2/2$ for each electron. The numerical check checks the field equations, the reduction, the commutator and the scattering amplitude numerically or symbolically.

\section*{Computed values}
\begin{verbatim}
speed of light c = 137.035999 atomic units
TWO GAUSSIAN CLOUDS
charge of each cloud = -1.0 e
width = 0.80 bohr; separation = 3.00 bohr
test point (x,y,z) = [0.3 0.2 1.1] bohr
phi at test point, direct integral = -1.307465 hartree/e
-Laplacian phi there = -1.24958 atomic units
4 pi rho there = -1.24960 atomic units
source term int rho phi = 2.071801 hartree
longitudinal field energy = 1.035900 hartree
reduced Lagrangian, phi part = -1.035900 hartree
trial potential width = 1.10 bohr
phi part of L for trial potential = -0.993326 hartree
excess from squared gradient = 0.042574 hartree
self energy of one cloud = 0.352618 hartree
mutual Coulomb energy = 0.330663 hartree
mutual Coulomb energy = 8.9978 eV
point-charge value 1/R = 0.333333 hartree
total Coulomb energy = 1.035900 hartree
total Coulomb energy = 28.1883 eV
cross integral, transverse field = 6.9e-15 atomic units
same with absolute integrand = 2.0448 atomic units
cross integral, gradient field = -5.8291 atomic units
PHOTON MODES
box side = 10.0 bohr
lowest photon energy = 86.1023 hartree
its mode factor sqrt(2 pi/(omega V)) = 8.542454e-03 a.u.
field energy / mode-sum energy = 1.0000000000
smeared commutator / i = -2.109347 (a.u.)
overlap with transverse part = -2.109347 (a.u.)
overlap with full field = -3.280580 (a.u.)
ELECTRON-ELECTRON SCATTERING, DIRECT TERM, SPINS UP
centre-of-mass momentum = 40.0 hbar/bohr
scattering angle = 60.0 degrees
boost speed / c = 0.40, along x
momentum transfer |k| = 42.76180 hbar/bohr
energy transfer omega = -2071.7896 hartree
photon energy c|k| = 5859.9058 hartree
Coulomb amplitude = 6.75508680e-03 hartree bohr^3
transverse amplitude = 3.31176564e-05 hartree bohr^3
sum = 6.78820446e-03 hartree bohr^3
covariant amplitude = 6.78820446e-03 hartree bohr^3
transverse / Coulomb = 0.004903
largest relative mismatch, 32 cases = 1.2e-16
\end{verbatim}
